\section*{Scattering of scalar waves and phonons by a pair of defects, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one scatterer to a pair}

\subsection{What goes wrong if scattering rates are added}

A simple first estimate of the heat resistance caused by defects adds their scattering rates. Suppose that silicon contains one germanium atom per hundred sites, and consider lattice waves of 1~THz. With the rough parameters and the single mean sound speed used later, adding the rates of single atoms gives a mean free path of about 21~$\mu$m. If the same germanium atoms sit in nearest-neighbour pairs, with the pairs scattered at random, the path falls to about 11~$\mu$m. The number of defects has not changed. The waves scattered by the two members of a pair arrive almost in phase, and amplitudes must be added before squaring.

Treating every pair as one defect of double strength is no cure. It doubles the scattering per atom whatever the separation, whereas two scatterers half a wavelength apart turn out to have, on average, the same total cross section as two independent ones. What is needed is the function of separation that joins these cases.

\subsection{The simple case: one scatterer}

Take a scalar wave with time factor $e^{-i\omega t}$ and wavenumber $k$, travelling along the unit vector $\mathbf n$. A fixed scatterer at the origin adds an outgoing spherical wave,
\begin{equation}
u(\mathbf r)=e^{ik\mathbf n\cdot\mathbf r}+f\,\frac{e^{ikr}}{r}.
\end{equation}
The amplitude $f$ is a length. The scatterer is called isotropic because $f$ does not depend on the outgoing direction $\mathbf n'$. Scattering is elastic, so both waves have the same $k$.

Far away, the energy flux of each wave is proportional to its squared modulus, with the same constant. The scattered power through the area $r^2d\Omega'$, divided by the incident flux, is therefore $|f|^2d\Omega'$. Integration over all directions gives the cross section
\begin{equation}
\sigma_1=4\pi|f|^2 .
\end{equation}
Two scatterers whose waves have no fixed phase relation give $2\sigma_1=8\pi|f|^2$. All ratios below are taken relative to this value.

\subsection{Two scatterers with a fixed axis}

Put identical scatterers at $0$ and at $\mathbf d$, with $d=|\mathbf d|$. Assume for now that each is driven by the incident wave alone. This is the single-scattering approximation; the second half finds its range.

Two phases distinguish the second scatterer from the first. The incident wave reaches it with the factor $e^{ik\mathbf n\cdot\mathbf d}$. Its outgoing wave travels the distance
\begin{equation}
|\mathbf r-\mathbf d|\simeq r-\mathbf n'\cdot\mathbf d
\qquad (r\gg d,\; r\gg kd^2),
\end{equation}
which supplies the factor $e^{-ik\mathbf n'\cdot\mathbf d}$. The difference between $1/|\mathbf r-\mathbf d|$ and $1/r$ is negligible at large $r$. The pair amplitude is
\begin{equation}
F=f\left(1+e^{i\mathbf q\cdot\mathbf d}\right),
\qquad \mathbf q=k(\mathbf n-\mathbf n').
\end{equation}
Multiplication by the complex conjugate gives
\begin{align}
|F|^2&=|f|^2\left(1+e^{i\mathbf q\cdot\mathbf d}\right)
                 \left(1+e^{-i\mathbf q\cdot\mathbf d}\right)\nonumber\\
&=2|f|^2\left[1+\cos(\mathbf q\cdot\mathbf d)\right].
\label{eq:power}
\end{align}
The $1$ in the bracket is the independent result, and the cosine is the interference.

As a limit, let $kd\to0$ within this approximation. Then $|F|^2=4|f|^2$ in every direction: four times one scatterer, or twice two independent ones.

\subsection{Averaging over the axis at one scattering angle}

Let the pair axis point in any direction with equal probability. With $\mathbf n$ and $\mathbf n'$ held fixed, let $\mu$ be the cosine of the angle between $\mathbf d$ and $\mathbf q$. For a random direction $\mu$ is uniformly distributed between $-1$ and $1$, so
\begin{align}
\left\langle\cos(\mathbf q\cdot\mathbf d)\right\rangle
&=\frac12\int_{-1}^{1}\cos(qd\mu)\,d\mu
=\frac{\sin(qd)}{qd}\equiv j_0(qd).
\end{align}
The length of $\mathbf q$ follows from the scattering angle $\theta$, where $\mathbf n\cdot\mathbf n'=\cos\theta$:
\begin{equation}
q^2=k^2(2-2\cos\theta)=4k^2\sin^2(\theta/2),
\qquad q=2k\sin(\theta/2).
\end{equation}
Hence
\begin{equation}
\left\langle|F|^2\right\rangle=2|f|^2\left[1+j_0(qd)\right].
\label{eq:angular}
\end{equation}
In the forward direction $q=0$ and the bracket equals 2 for every separation: the extra path before the second scatterer is then exactly recovered after it. For $qd$ between $\pi$ and $2\pi$ the function $j_0$ is negative, and the pair sends less power into those angles than two independent scatterers do.

Equation~\eqref{eq:angular} contains one factor $j_0$, with argument $qd$. The square in the final result appears on integrating over the scattering angle.

\subsection{Integrating over the scattering angle}

Define $x=kd$ and let $R$ be the total cross section of the pair, averaged over its axis and divided by $8\pi|f|^2$. The average over outgoing directions is an average over $\theta$ with weight $\frac12\sin\theta$:
\begin{equation}
R=1+\frac12\int_0^\pi j_0\!\left(2x\sin\frac\theta2\right)\sin\theta\,d\theta .
\end{equation}
Substitute $s=2\sin(\theta/2)$. Then $ds=\cos(\theta/2)\,d\theta$ and
\begin{equation}
s\,ds=2\sin\frac\theta2\cos\frac\theta2\,d\theta=\sin\theta\,d\theta .
\end{equation}
The limits become $0$ and $2$, and
\begin{align}
R-1&=\int_0^2\frac s2\,\frac{\sin(xs)}{xs}\,ds
=\frac1{2x}\int_0^2\sin(xs)\,ds\nonumber\\
&=\frac{1-\cos2x}{2x^2}=\frac{\sin^2x}{x^2}.
\end{align}
The last step uses $1-\cos2x=2\sin^2x$. Therefore
\begin{equation}
R=1+\left(\frac{\sin kd}{kd}\right)^2=1+j_0(x)^2 .
\label{eq:R}
\end{equation}

For small $x$, $j_0\simeq1-x^2/6$ and $R\simeq2-x^2/3$, which returns the coherent limit. At $x=m\pi$ with $m=1,2,\ldots$ the averaged interference vanishes and $R=1$. The first such separation is half a wavelength. Since $j_0^2\le1/x^2$, the excess beyond that point is below $1/\pi^2$; the largest value it reaches there is about 5\% of the independent value, near $x=4.5$. In this model $R$ is never below 1, because the interference term is a square.

\subsection{Why the interference is a square}

The averages can be taken in the other order. Keep the axis fixed and integrate over outgoing directions first. Let $\mu$ now be the cosine between $\mathbf n$ and $\mathbf d$, and $\mu'$ that between $\mathbf n'$ and $\mathbf d$. Then
\begin{align}
R(\mu)&=1+\frac12\int_{-1}^{1}\cos[x(\mu-\mu')]\,d\mu'\nonumber\\
&=1+\cos(x\mu)\,\frac12\int_{-1}^{1}\cos(x\mu')\,d\mu'\nonumber\\
&=1+j_0(x)\cos(x\mu).
\label{eq:fixed}
\end{align}
In the second line the cosine of the difference was expanded, and the part with $\sin(x\mu')$ vanished because it is odd. Averaging over $\mu$ replaces $\cos(x\mu)$ by another $j_0(x)$. One factor thus comes from the outgoing direction and the other from the incoming direction, both measured from the pair axis.

This form also shows when random orientation of the pairs is needed. A beam striking aligned pairs sees equation~\eqref{eq:fixed}. At $k=1.047$~nm$^{-1}$ and $d=2$~nm the ratio is 0.79 for a wave along the axis and 1.41 for one across it, while the average is 1.17. So a single orientation can scatter less than two independent defects, although the average cannot. At $x=\pi$, by contrast, $j_0=0$ and the ratio is 1 for every orientation. If the waves arrive uniformly from all directions, the average over $\mu$ is supplied by the waves, and the total scattering rate obeys equation~\eqref{eq:R} even for aligned pairs.

\subsection{The weight that matters for heat flow}

A collision that barely turns a wave barely reduces the heat current. To find the proper weight, consider waves of one frequency and speed $v$ in a medium with $N$ randomly oriented pairs per unit volume. Write the departure of their distribution from equilibrium as $g(\mathbf n)$. Elastic scattering changes it according to
\begin{equation}
\frac{\partial g(\mathbf n)}{\partial t}
=Nv\int\frac{d\sigma}{d\Omega'}
\left[g(\mathbf n')-g(\mathbf n)\right]d\Omega' .
\end{equation}
A heat current along a vector $\mathbf u$ corresponds to $g=\mathbf u\cdot\mathbf n$. The averaged cross section depends on $\theta$ alone, so the part of $\mathbf n'$ perpendicular to $\mathbf n$ integrates to zero and $\mathbf n'$ may be replaced by $\mathbf n\cos\theta$. This gives
\begin{equation}
\frac{\partial g}{\partial t}=-Nv\,\sigma_{\rm tr}\,g,
\qquad
\sigma_{\rm tr}=\int(1-\cos\theta)\frac{d\sigma}{d\Omega'}\,d\Omega' .
\end{equation}
For one isotropic scatterer the cosine averages to zero and $\sigma_{\rm tr}=\sigma_1$. For a pair it generally does not.

Let $R_{\rm tr}$ be the pair's averaged $\sigma_{\rm tr}$ divided by $2\sigma_1$. By equation~\eqref{eq:power},
\begin{equation}
R_{\rm tr}=1+\left\langle(1-\mathbf n\cdot\mathbf n')
e^{i\mathbf q\cdot\mathbf d}\right\rangle .
\end{equation}
The exponential may replace the cosine because reversing $\mathbf d$ removes the sine. Since only relative directions matter, averaging over the axis and over $\mathbf n'$ at fixed $\mathbf n$ equals averaging independently over $\mathbf n$ and $\mathbf n'$ at fixed axis $\hat{\mathbf d}$. The average of $e^{i\mathbf q\cdot\mathbf d}$ is $j_0^2$, as before. For the other term,
\begin{align}
\left\langle\mathbf n\,e^{ix\mathbf n\cdot\hat{\mathbf d}}\right\rangle
&=\hat{\mathbf d}\,\frac12\int_{-1}^{1}\mu e^{ix\mu}\,d\mu
=-i\,j_0'(x)\,\hat{\mathbf d}=i\,j_1(x)\,\hat{\mathbf d},\\
j_1(x)&=-j_0'(x)=\frac{\sin x}{x^2}-\frac{\cos x}{x}.
\end{align}
Components perpendicular to the axis cancel by symmetry; the factor $\mu$ was produced by differentiating $e^{ix\mu}$ with respect to $x$ and dividing by $i$. The outgoing average has the opposite phase and equals $-ij_1\hat{\mathbf d}$. The scalar product of the two is $i(-i)j_1^2=j_1^2$, so
\begin{equation}
R_{\rm tr}=1+j_0(x)^2-j_1(x)^2 .
\label{eq:Rtr}
\end{equation}

For small $x$, $j_1\simeq x/3$ and $R_{\rm tr}\simeq2-4x^2/9$, again reaching 2. At $x=\pi$ one has $j_0=0$ and $j_1=1/\pi$, so $R_{\rm tr}=1-1/\pi^2=0.899$. The pair then resists the heat current 10\% less than two independent scatterers, although its total cross section is the same. Equation~\eqref{eq:angular} shows how. At this separation $qd=2\pi\sin(\theta/2)$, so interference adds power for $\theta<60^\circ$ and removes power between $60^\circ$ and $180^\circ$. Gain and loss balance in the total, but the shift towards forward directions reduces the loss of current.

Equations~\eqref{eq:R} and~\eqref{eq:Rtr} were tested by averaging $|1+e^{i\mathbf q\cdot\mathbf d}|^2$ directly over a grid of axes and outgoing directions. At $kd=0.05$, $0.7$, $2$, $\pi$, $5$ and $7$ both agreed to within $10^{-9}$.

\section{What weak means, and the step to phonons}

\subsection{Symbols and results carried over}

Two identical isotropic scatterers of amplitude $f$ lie a distance $d$ apart in a wave of wavenumber $k$, and $x=kd$. Incoming and outgoing directions are $\mathbf n$ and $\mathbf n'$, with $\mathbf n\cdot\mathbf n'=\cos\theta$. One scatterer has cross section $\sigma_1=4\pi|f|^2$. Relative to two independent scatterers, the axis-averaged total cross section is $R=1+j_0^2$, and the one weighted by $1-\cos\theta$ for heat flow is $R_{\rm tr}=1+j_0^2-j_1^2$. Here $j_0=\sin x/x$ and $j_1=-j_0'$. Both results assumed that each scatterer is driven by the incident wave alone.

\subsection{Weakness of one scatterer}

An isotropic scatterer changes only the part of the incident wave that is spherically symmetric about it. That part is
\begin{equation}
\frac{\sin kr}{kr}=\frac{e^{ikr}-e^{-ikr}}{2ikr}.
\end{equation}
Adding $fe^{ikr}/r$ multiplies the outgoing term by $1+2ikf$. Without absorption, outgoing and incoming power are equal:
\begin{equation}
1=|1+2ikf|^2=1-4k\,{\rm Im}f+4k^2|f|^2 ,
\end{equation}
hence ${\rm Im}f=k|f|^2$. Since ${\rm Im}(1/f)=-{\rm Im}f/|f|^2=-k$,
\begin{equation}
\frac1f=\frac1{f_B}-ik,
\qquad |f|^2=\frac{f_B^2}{1+k^2f_B^2},
\label{eq:unitary}
\end{equation}
where $f_B$ is real. The first condition of weakness is $k|f_B|\ll1$; then $f\simeq f_B$.

For scatterers driven by the incident wave alone, we have found how the total and heat-flow cross sections of a pair depend on separation, and that a single scatterer is weak when $k|f_B|\ll1$. It remains to find when the waves passing between the two scatterers can be neglected, and to apply the results to germanium pairs in silicon.
